# The Dipole Correction for Periodic Slabs: Potential, Energy and Forces: test program

```python
"""Dipole correction for a periodic slab (Hartree atomic units).

Result under test: a neutral slab with dipole per area m in a periodic cell of
height c feels a spurious uniform field 4 pi m/c. The isolated slab is recovered by
    potential  V + 4 pi m z/c
    energy     E + 2 pi M^2/(A c),   M = m A,  A = cell area
    force      F - 4 pi m Z/c        on an ion of charge Z
V is the electrostatic potential; an electron has potential energy -V.
alpha is the slab polarizability per area: dm = alpha * (external field).
Part 1 uses point charges in three dimensions; part 2 a self-consistent slab
with one occupied subband at the Hartree level.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.special import erfc
from scipy.constants import physical_constants

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FIELD_V_PER_ANG = physical_constants["atomic unit of electric field"][0] * 1e-10

# ---------- Part 1: point charges, crystal of slabs against one single slab ----------
SIDE = 6.0
charges = np.array([1.0, -0.6, -0.4])
positions = np.array([[0.0, 0.0, 1.0], [1.5, 1.0, -0.5], [3.5, 4.0, -1.0]])


def image_sum(pos, shifts, kernel):
    """Half the sum of q_i q_j kernel(distance) over all images, self term left out."""
    total = 0.0
    for i in range(len(charges)):
        for j in range(len(charges)):
            dist = np.linalg.norm(shifts + pos[i] - pos[j], axis=1)
            dist = dist[dist > 1e-9]
            total += 0.5 * charges[i] * charges[j] * np.sum(kernel(dist))
    return total


def lattice(nx, nz, lx, lz):
    ix = np.arange(-nx, nx + 1)
    iz = np.arange(-nz, nz + 1)
    grid = np.meshgrid(ix * lx, ix * lx, iz * lz, indexing="ij")
    return np.stack([g.ravel() for g in grid], axis=1)


def energy_crystal(pos, c):
    """Ewald energy per cell, term G = 0 left out."""
    kappa = 0.8
    real = image_sum(pos, lattice(2, 1, SIDE, c), lambda r: erfc(kappa * r) / r)
    g = lattice(10, int(np.ceil(9.5 * c / (2 * PI))), 2 * PI / SIDE, 2 * PI / c)
    g2 = np.sum(g**2, axis=1)
    g, g2 = g[g2 > 1e-12], g2[g2 > 1e-12]
    structure = np.exp(1j * g @ pos.T) @ charges
    recip = np.sum(np.abs(structure)**2 * np.exp(-g2 / (4 * kappa**2)) / g2)
    return (real + 2 * PI / (SIDE**2 * c) * recip
            - kappa / np.sqrt(PI) * np.sum(charges**2))


def energy_single_layer(pos):
    """Direct sum over square patches, extrapolated in odd powers of 1/size."""
    sizes = np.array([10, 20, 40, 80])
    sums = [image_sum(pos, lattice(n, 0, SIDE, 1.0), lambda r: 1 / r) for n in sizes]
    x = 10.5 / (sizes + 0.5)
    return np.linalg.solve(np.stack([x**0, x, x**3, x**5], axis=1), sums)[0]


def z_force(energy, index, step=1e-3):
    up, down = positions.copy(), positions.copy()
    up[index, 2] += step
    down[index, 2] -= step
    return -(energy(up) - energy(down)) / (2 * step)


moment = np.sum(charges * positions[:, 2])
layer_energy = energy_single_layer(positions)
c_point = 20.0
volume = SIDE**2 * c_point
point_difference = layer_energy - energy_crystal(positions, c_point)
point_formula = 2 * PI * moment**2 / volume
assert abs(point_difference - point_formula) < 1e-7
force_difference = (z_force(energy_single_layer, 0)
                    - z_force(lambda p: energy_crystal(p, c_point), 0))
force_formula = -4 * PI * moment * charges[0] / volume
assert abs(force_difference - force_formula) < 1e-6
remainder = [layer_energy - energy_crystal(positions, c)
             - 2 * PI * moment**2 / (SIDE**2 * c) for c in (12.0, 14.0)]
decay_rate = np.log(abs(remainder[0] / remainder[1])) / 2.0
assert abs(decay_rate / (2 * PI / SIDE) - 1) < 0.03

# ---------- Part 2: self-consistent slab ----------
H = 0.125                       # grid spacing
SHEET_CHARGE = 0.015            # each ion sheet, per area
ELECTRONS = 2 * SHEET_CHARGE    # per area
SHEET_Z = (-1.5, 1.5)
WELL_DEPTH = (1.0, 0.8)
WELL_WIDTH = 1.5
AREA = 100.0


def periodic_potential(rho, c):
    k = 2 * PI * np.fft.fftfreq(len(rho), H)
    rho_k = np.fft.fft(rho)
    v_k = np.zeros_like(rho_k)
    v_k[1:] = 4 * PI * rho_k[1:] / k[1:]**2
    return np.fft.ifft(v_k).real


def open_potential(rho, z):
    """-2 pi int |z-z'| rho(z') dz'; the H^2/6 term repairs the kink of |z-z'|."""
    return -2 * PI * (H * np.abs(z[:, None] - z[None, :]) @ rho + H**2 / 6 * rho)


def solve_slab(c, mode, field=0.0, shift=0.0):
    """mode: 'open', 'bare' (periodic) or 'corrected'; shift moves the right sheet."""
    size = int(round(c / H))
    z = -c / 2 + H * np.arange(size)
    centres = (SHEET_Z[0], SHEET_Z[1] + shift)
    ions = sum(SHEET_CHARGE * np.exp(-(z - s)**2) / np.sqrt(PI) for s in centres)
    wells = sum(-d * np.exp(-((z - s) / WELL_WIDTH)**2)
                for d, s in zip(WELL_DEPTH, centres))
    k = 2 * PI * np.fft.fftfreq(size, H)
    kinetic = np.fft.ifft(0.5 * k[:, None]**2 * np.fft.fft(np.eye(size), axis=0),
                          axis=0).real
    kinetic = 0.5 * (kinetic + kinetic.T)

    def potential(rho):
        if mode == "open":
            return open_potential(rho, z)
        v = periodic_potential(rho, c)
        if mode == "corrected":
            v = v + 4 * PI * (H * np.sum(z * rho)) * z / c
        return v

    density = np.exp(-(z / 2)**2)
    density *= ELECTRONS / (H * density.sum())
    converged = False
    for _ in range(200):
        v_el = wells - potential(ions - density) + field * z
        levels, orbitals = eigh(kinetic + np.diag(v_el), subset_by_index=[0, 1])
        phi = orbitals[:, 0]
        new = ELECTRONS * phi**2 / H
        change = np.max(np.abs(new - density))
        if change < 1e-11:
            density, converged = new, True
            break
        density = density + 0.7 * (new - density)
    assert converged
    rho = ions - density
    v = potential(rho)
    m = H * np.sum(z * rho)
    energy = (ELECTRONS * phi @ kinetic @ phi + H * np.sum(density * wells)
              + 0.5 * H * np.sum(rho * v) - field * m)
    return SimpleNamespace(z=z, rho=rho, density=density, v=v, m=m, energy=energy,
                           levels=levels)


C0 = 24.0
isolated = solve_slab(C0, "open")
m0 = isolated.m
fermi = isolated.levels[0] + PI * ELECTRONS     # two-dimensional band, two spins
assert fermi < isolated.levels[1]               # only one subband is occupied
step = isolated.v[-1] - isolated.v[0]
assert abs(step - 4 * PI * m0) < 1e-6
work_left = -isolated.v[0] - fermi
work_right = -isolated.v[-1] - fermi

probe = 1e-3
alpha = (solve_slab(C0, "open", field=probe).m
         - solve_slab(C0, "open", field=-probe).m) / (2 * probe)

rows = []
for c in (24.0, 36.0, 48.0):
    bare = solve_slab(c, "bare")
    fixed = solve_slab(c, "corrected")
    # the corrected periodic slab is the isolated slab, in every cell
    assert abs(fixed.m - m0) < 1e-6
    assert AREA * abs(fixed.energy - isolated.energy) < 1e-6
    # same density, two boundary conditions: the potentials differ by a straight line
    gap = open_potential(bare.rho, bare.z) - bare.v - 4 * PI * bare.m * bare.z / c
    assert np.ptp(gap) < 2e-6
    # field read off in the vacuum
    i, j = np.searchsorted(bare.z, [c / 2 - 2.0, c / 2 - 0.5])
    vacuum_field = -(bare.v[j] - bare.v[i]) / (bare.z[j] - bare.z[i])
    assert abs(vacuum_field / (4 * PI * bare.m / c) - 1) < 1e-3
    # linear-response laws for the uncorrected self-consistent slab
    m_law = m0 / (1 - 4 * PI * alpha / c)
    assert abs((bare.m - m0) / (m_law - m0) - 1) < 0.02
    error_bare = AREA * (bare.energy - fixed.energy)
    error_law = -AREA * 2 * PI * m0**2 / (c - 4 * PI * alpha)
    assert abs(error_bare / error_law - 1) < 0.01
    error_after = error_bare + AREA * 2 * PI * bare.m**2 / c
    after_law = AREA * (bare.m - m0)**2 / (2 * alpha)
    assert abs(error_after / after_law - 1) < 0.05
    error_fixed = AREA * (fixed.energy - isolated.energy)
    rows.append((c, bare, vacuum_field, error_bare, error_law, error_after,
                 after_law, error_fixed))

# an isolated slab in a real external field of that size has the same dipole
bare24 = rows[0][1]
in_field = solve_slab(C0, "open", field=4 * PI * bare24.m / C0)
assert abs(in_field.m - bare24.m) < 1e-6
bare_work = -bare24.v[0] - (bare24.levels[0] + PI * ELECTRONS)
assert work_right < bare_work < work_left

# force on the right ion sheet: energy differences against the field at the ions
delta = 0.005
force_numeric = -AREA * (solve_slab(C0, "corrected", shift=delta).energy
                         - solve_slab(C0, "corrected", shift=-delta).energy) / (2 * delta)
fixed24 = solve_slab(C0, "corrected")
u = fixed24.z - SHEET_Z[1]
k24 = 2 * PI * np.fft.fftfreq(len(u), H)
field_periodic = -np.fft.ifft(1j * k24 * np.fft.fft(
    periodic_potential(fixed24.rho, C0))).real
well_slope = 2 * WELL_DEPTH[1] * u / WELL_WIDTH**2 * np.exp(-(u / WELL_WIDTH)**2)
sheet = SHEET_CHARGE * np.exp(-u**2) / np.sqrt(PI)
force_periodic = AREA * H * np.sum(sheet * field_periodic + fixed24.density * well_slope)
force_correction = -AREA * SHEET_CHARGE * 4 * PI * fixed24.m / C0
assert abs(force_periodic + force_correction - force_numeric) < 2e-5
assert abs(force_correction) > 1e-4     # the test can tell whether it is present

# ---------- Output ----------
print("POINT CHARGES")
print(f"charges {charges} e, side {SIDE} bohr, c = {c_point} bohr")
print(f"heights {positions[:, 2]} bohr, M = {moment:.3f} e bohr")
print(f"E(layer)-E(crystal) = {point_difference:.8f} Ha")
print(f"2 pi M^2/volume     = {point_formula:.8f} Ha")
print(f"force difference, charge 1 = {force_difference:.7f} Ha/bohr")
print(f"-4 pi M q/volume           = {force_formula:.7f} Ha/bohr")
print(f"remainder c=12: {remainder[0]:.3e} Ha, c=14: {remainder[1]:.3e} Ha")
print(f"decay rate {decay_rate:.4f}, 2 pi/side {2*PI/SIDE:.4f} 1/bohr")
print("MODEL SLAB, ISOLATED")
print(f"ion sheets {SHEET_CHARGE} e/bohr^2 each at z = {SHEET_Z} bohr")
print(f"well depths {WELL_DEPTH} Ha, well width {WELL_WIDTH} bohr")
print(f"electrons {ELECTRONS} per bohr^2, cell area {AREA} bohr^2")
print(f"dipole per area m0 = {m0:.6f} e/bohr")
print(f"potential step = {step:.6f} Ha = {step*HARTREE_EV:.4f} eV")
print(f"4 pi m0        = {4*PI*m0:.6f} Ha")
print(f"work function left  = {work_left*HARTREE_EV:.4f} eV")
print(f"work function right = {work_right*HARTREE_EV:.4f} eV")
print(f"uncorrected, c=24, read at cell edge = {bare_work*HARTREE_EV:.4f} eV")
print(f"alpha = {alpha:.5f} bohr, 4 pi alpha = {4*PI*alpha:.4f} bohr")
for c, bare, fld, e_bare, e_law, e_after, a_law, e_fix in rows:
    print(f"PERIODIC CELL c = {c:.0f} bohr")
    print(f" m uncorrected = {bare.m:.6f}, law {m0/(1-4*PI*alpha/c):.6f} e/bohr")
    print(f" vacuum field = {fld:.6f}, 4 pi m/c = {4*PI*bare.m/c:.6f} Ha/(e bohr)")
    print(f" vacuum field = {fld*FIELD_V_PER_ANG:.4f} V/angstrom")
    print(f" energy error, none  = {1e3*e_bare:.4f}, law {1e3*e_law:.4f} mHa/cell")
    print(f" energy error, after = {1e3*e_after:.5f}, law {1e3*a_law:.5f} mHa/cell")
    print(f" energy error, self-consistent = {1e3*e_fix:.5f} mHa/cell")
print("FORCE ON RIGHT ION SHEET, c = 24 bohr, per cell")
print(f"periodic part  = {1e3*force_periodic:.4f} mHa/bohr")
print(f"correction     = {1e3*force_correction:.4f} mHa/bohr")
print(f"sum            = {1e3*(force_periodic+force_correction):.4f} mHa/bohr")
print(f"from energies  = {1e3*force_numeric:.4f} mHa/bohr")
print("checks complete")
```

Running it gives:

```
POINT CHARGES
charges [ 1.  -0.6 -0.4] e, side 6.0 bohr, c = 20.0 bohr
heights [ 1.  -0.5 -1. ] bohr, M = 1.700 e bohr
E(layer)-E(crystal) = 0.02522001 Ha
2 pi M^2/volume     = 0.02522001 Ha
force difference, charge 1 = -0.0296706 Ha/bohr
-4 pi M q/volume           = -0.0296706 Ha/bohr
remainder c=12: -6.052e-06 Ha, c=14: -7.462e-07 Ha
decay rate 1.0465, 2 pi/side 1.0472 1/bohr
MODEL SLAB, ISOLATED
ion sheets 0.015 e/bohr^2 each at z = (-1.5, 1.5) bohr
well depths (1.0, 0.8) Ha, well width 1.5 bohr
electrons 0.03 per bohr^2, cell area 100.0 bohr^2
dipole per area m0 = 0.009585 e/bohr
potential step = 0.120447 Ha = 3.2775 eV
4 pi m0        = 0.120447 Ha
work function left  = 17.4954 eV
work function right = 14.2179 eV
uncorrected, c=24, read at cell edge = 15.8848 eV
alpha = 0.21637 bohr, 4 pi alpha = 2.7189 bohr
PERIODIC CELL c = 24 bohr
 m uncorrected = 0.010803, law 0.010809 e/bohr
 vacuum field = 0.005657, 4 pi m/c = 0.005657 Ha/(e bohr)
 vacuum field = 0.2909 V/angstrom
 energy error, none  = -2.7114, law -2.7124 mHa/cell
 energy error, after = 0.34416, law 0.34317 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
PERIODIC CELL c = 36 bohr
 m uncorrected = 0.010366, law 0.010368 e/bohr
 vacuum field = 0.003618, 4 pi m/c = 0.003618 Ha/(e bohr)
 vacuum field = 0.1861 V/angstrom
 energy error, none  = -1.7341, law -1.7344 mHa/cell
 energy error, after = 0.14111, law 0.14085 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
PERIODIC CELL c = 48 bohr
 m uncorrected = 0.010159, law 0.010160 e/bohr
 vacuum field = 0.002660, 4 pi m/c = 0.002660 Ha/(e bohr)
 vacuum field = 0.1368 V/angstrom
 energy error, none  = -1.2747, law -1.2748 mHa/cell
 energy error, after = 0.07632, law 0.07622 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
FORCE ON RIGHT ION SHEET, c = 24 bohr, per cell
periodic part  = -462.6333 mHa/bohr
correction     = -7.5279 mHa/bohr
sum            = -470.1612 mHa/bohr
from energies  = -470.1612 mHa/bohr
checks complete
```
